# The perpendicular field that closes the topological gap of silicene

## Problem

Silicene is a honeycomb sheet of silicon whose two sublattices, A and B, lie at different heights. Put A at $z=+\ell$ and B at $z=-\ell$, with half-buckling $\ell=0.23$ Å, so that the full height difference is $2\ell=0.46$ Å. Spin-orbit coupling opens a gap $2\lambda$ at the corners of the Brillouin zone, with $\lambda=3.9$ meV. A uniform electric field $E$ is applied normal to the sheet.

(a) At what field does the gap close? (b) What is the gap on either side of that field, and does the topology of the bands change there?

Here $E$ is the unscreened field, meaning that the electrons are taken to feel $E$ itself, without the opposing field of the charge that they displace. The model has one $\pi$ orbital per atom, one electron per orbital, and conserved spin along $z$. Fields are quoted through the force $eE$ in meV/Å, that is, in meV per ångström per electron charge.

## First estimate by scaling

The field acts through the height difference of the sublattices, so its energy is of order $eE\ell$. The gap is set by $\lambda$. Equating the two scales gives

$$E_c = g\,\frac{\lambda}{e\ell},$$

where $g$ is a number that scaling cannot supply. It might even depend on the ratio of $\lambda$ to the hopping energy $t$.

Different reasonable choices give different values. If the potential drop across the full buckling is set equal to $\lambda/e$, then $2eE\ell=\lambda$, $g=1/2$, and

$$eE_c\approx\frac{3.9\ \text{meV}}{0.46\ \text{Å}}\approx 8.5\ \text{meV/Å}.$$

If instead $eE\ell$ is set equal to the whole gap $2\lambda$, then $g=2$ and the result is four times larger. Scaling therefore gives a field of order 10 meV/Å. The factor $g$ requires the Hamiltonian.

## Exact solution of the model

**Energy in the field.** For a field along $+z$ the potential is $\phi=-Ez$. An electron has charge $-e$, so its energy is $(-e)\phi=+eEz$. The sublattice energies are therefore $+U$ on A and $-U$ on B, with

$$U=eE\ell .$$

**First-neighbour hopping.** Let $a$ be the lattice constant and $b=a/\sqrt3$ the in-plane bond length. The vectors from an A atom to its B neighbours, projected on the plane, are

$$\boldsymbol\delta_1=(0,b),\qquad \boldsymbol\delta_{2,3}=\left(\mp\tfrac a2,-\tfrac b2\right).$$

Hopping with amplitude $-t$ couples A and B through $-tf(\mathbf k)$, where $f=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. The two valleys lie at $\mathbf K_\eta=\eta\,(4\pi/3a,\,0)$ with $\eta=\pm1$. There the three phases are $0$ and $\mp2\pi\eta/3$, so

$$f(\mathbf K_\eta)=1+2\cos\frac{2\pi}{3}=0 .$$

Three complex numbers of unit size add to zero only when they are spaced by $120^\circ$, so $f$ vanishes at these two points and nowhere else in the zone. For $\mathbf k=\mathbf K_\eta+\mathbf q$, the first-order expansion is

$$f\approx i\sum_j(\mathbf q\cdot\boldsymbol\delta_j)\,e^{i\mathbf K_\eta\cdot\boldsymbol\delta_j}
=i\left[\tfrac32 b\,q_y+i\eta\,\tfrac{\sqrt3}{2}a\,q_x\right]
=\tfrac{\sqrt3}{2}a\,(-\eta q_x+iq_y),$$

because $\tfrac32b=\tfrac{\sqrt3}{2}a$. Hence $t|f|\approx\tfrac{\sqrt3}{2}\,a\,t\,q$.

**Spin-orbit coupling.** An electron of spin $s=\pm1$ hops between second neighbours with amplitude $i\lambda\nu s/(3\sqrt3)$. Here $\nu=+1$ if the path through the intermediate atom turns left and $\nu=-1$ if it turns right. From an A atom, the three left-turn displacements are

$$\mathbf c_1=(a,0),\qquad \mathbf c_{2,3}=\left(-\tfrac a2,\pm\tfrac{\sqrt3a}{2}\right),$$

and their negatives are right turns. A hop by $\mathbf c$ contributes a phase $e^{-i\mathbf k\cdot\mathbf c}$, so the energy on A is

$$h_A=\frac{i\lambda s}{3\sqrt3}\sum_j\left(e^{-i\mathbf k\cdot\mathbf c_j}-e^{i\mathbf k\cdot\mathbf c_j}\right)
=\frac{2\lambda s}{3\sqrt3}\sum_j\sin(\mathbf k\cdot\mathbf c_j).$$

At $\mathbf K_\eta$ the arguments are $4\pi\eta/3$, $-2\pi\eta/3$ and $-2\pi\eta/3$. Each sine equals $-\eta\sqrt3/2$, and their sum is $-3\sqrt3\,\eta/2$. Therefore

$$h_A(\mathbf K_\eta)=-\eta s\lambda .$$

On B the same displacements have the opposite turning sense, so $h_B=-h_A$ at every $\mathbf k$.

**Energies.** For each spin the Hamiltonian is

$$H=\begin{pmatrix} m & -tf\\ -tf^* & -m\end{pmatrix},\qquad m(\mathbf k)=U+h_A(\mathbf k).$$

Squaring it gives $H^2=(m^2+t^2|f|^2)$ times the unit matrix. Since the trace of $H$ is zero, its eigenvalues have opposite signs:

$$\varepsilon_\pm=\pm\sqrt{m^2+t^2|f|^2}.$$

At half filling the lower bands of both spins are full.

**Closing field.** The gap closes when $m$ and $f$ vanish together. Since $f=0$ only at the valley points, the condition is

$$U-\eta s\lambda=0 .$$

For $E>0$ this requires $\eta s=+1$ and $U=\lambda$. Hence

$$\boxed{E_c=\frac{\lambda}{e\ell}},\qquad eE_c=\frac{3.9\ \text{meV}}{0.23\ \text{Å}}=16.96\ \text{meV/Å}\approx17\ \text{meV/Å}.$$

This is 1.70 MV/cm. Neither $t$ nor $a$ enters. The two-figure inputs justify no more than "about 17": their rounding alone allows 16.4 to 17.6 meV/Å.

**Gap away from closing.** It remains to show that the smallest gap lies at the valley points. To second order in $q$, the sum of sines gives $m\approx m_0+\eta s\lambda a^2q^2/4$, with $m_0=U-\eta s\lambda$. The linear term is absent because the three $\mathbf c_j$ add to zero. Then

$$\varepsilon^2\approx m_0^2+\left(\tfrac34t^2+\tfrac12\eta s\lambda m_0\right)a^2q^2 .$$

With a rough silicene value $t=1.6$ eV, and with $\lambda$ and $|m_0|$ of a few meV, the bracket is positive and $q=0$ is a minimum. Farther away $t|f|$ dominates. The gap for $\eta s=+1$ is $2|\lambda-U|$ and that for $\eta s=-1$ is $2(\lambda+U)$ when $E\ge0$. Reversing the field exchanges the two, so the gap of the sheet is

$$\Delta(E)=2\,\bigl|\lambda-e\ell|E|\bigr| .$$

It falls from 7.80 meV at zero field to 3.90 meV at $E_c/2$, vanishes at $E_c$, and returns to 3.90 meV at $1.5E_c$. Diagonalization on a grid over the whole zone, refined near the valleys, agrees with the formula at these four fields.

At $E_c$ one spin is gapless in one valley and the opposite spin in the other. In each valley the remaining spin has a gap of $4\lambda=15.60$ meV.

**Topology.** Write $H$ as a vector $(-t\,\mathrm{Re}f,\ t\,\mathrm{Im}f,\ m)$ acting on the Pauli matrices. At a valley point this vector points to the north or south pole, according to the sign of $m$. Where $t|f|\gg|m|$ it lies close to the equator. Each valley thus covers nearly a hemisphere, of solid angle $2\pi$. The Berry flux is half the solid angle, and division by $2\pi$ gives a contribution of size $1/2$ to the Chern number.

The sign of the contribution depends on the pole and on the sense in which $f$ winds. The form $-\eta q_x+iq_y$ winds oppositely in the two valleys. Up to an overall sign set by orientation,

$$C_s=\tfrac12\left[\operatorname{sgn}(U-s\lambda)-\operatorname{sgn}(U+s\lambda)\right].$$

For $0\le U<\lambda$ this is $-s$: the two spins have opposite Chern numbers of size 1, and the sheet is a quantum spin Hall insulator. For $U>\lambda$ both signs are positive and $C_s=0$, so the sheet is an ordinary insulator. Chern numbers computed from the lattice eigenvectors are $(-1,1)$ for spins (up, down) at $E_c/2$ and $(0,0)$ at $1.5E_c$. The equal gaps at these two fields therefore belong to different phases.

## Comparison of the estimate with the solution

The scaling form was right, and within the one-orbital model the solution fixes $g=1$ independently of $\lambda/t$. The estimate of 8.5 meV/Å was low by a factor of two because it compared the full potential drop with half the gap. The consistent comparison uses full quantities on both sides:

$$2eE_c\ell=2\lambda .$$

At closing, the drop across the buckling is 7.80 mV, matching the zero-field gap of 7.80 meV. The estimate with $g=2$ made the reverse mismatch, setting half the drop against the full gap.

## A sheet with a built-in sublattice offset

A substrate can make the sublattices unequal even without a field. Let it add $+U_0$ on A and $-U_0$ on B. Then $U$ is replaced by $U_0+e\ell E$, and the closing condition $|U_0+e\ell E|=\lambda$ gives two fields:

$$E=\frac{\pm\lambda-U_0}{e\ell}.$$

They are no longer symmetric about zero. An offset $U_0=\lambda$, only 3.9 meV, closes the gap with no field at all. The single magnitude $E_c$ thus applies to a sheet whose sublattices are equivalent at zero field.

## From the model to a real sheet

The neglect of screening has a large effect on the field that must be applied. The field moves electrons from A to B. In the lower band the weight on B is $\tfrac12(1+m/\varepsilon_+)$, so the charge moved per cell, in units of $e$, is

$$q_c=\tfrac12\sum_s\left\langle\frac{m}{\varepsilon_+}\right\rangle_{\mathbf k}.$$

With $t=1.6$ eV and $a=3.86$ Å, both rough values for silicene, $q_c=0.00218$ at the closing field. Treat the two sublattices as uniformly charged planes, with cell area $A=12.90$ Å$^2$. The upper plane is positive and the lower one negative, so the field between them opposes the applied field and has size $eq_c/(\varepsilon_0A)$, or about 31 meV/Å per electron charge. With the local field held at 17 meV/Å, the external field in this picture is about 48 meV/Å, or 4.8 MV/cm, which is 2.8 times the unscreened value. The estimate ignores the other electrons, the variation of the field within a cell, and the thickness of the $\pi$ orbitals, which exceeds the buckling. It suggests that screening matters, but the factor 2.8 itself is not reliable. If the same charge is spread over $3p_z$ orbitals of realistic size, the factor ranges from about 1.3, when only the plane-averaged field is kept, to 2.5–4, when the variation within the cell is included.

The result $g=1$ also assumes that each valley state lies wholly on one sublattice. In the buckled sheet the $p_z$ orbital of one atom mixes with in-plane $p$ orbitals of the other sublattice, so the field splits the valley levels by less than $2U$ even without screening. A tight-binding model with $s$ and $p$ orbitals and rough parameters gives about three quarters of $2U$, or $g\approx1.4$.

The value of $\lambda$ also matters. Density-functional calculations for free-standing silicene give a smaller zero-field gap, roughly 1.5 meV. Since $E_c\propto\lambda$ at fixed $\ell$, the unscreened field would then be about a fifth of the value found here. On a metal such as silver, the silicon states mix strongly with those of the substrate, and the present model does not apply.

Thermal energy at 300 K is 25.9 meV, well above the 7.80 meV gap; the two are equal at 91 K. A clear change in transport at $E_c$ would therefore need temperatures well below 91 K: in the model the thermal carrier density at $E_c$ is within 10% of its zero-field value at 45 K and about seven times larger at 10 K. For a gap of 1.5 meV the scale is 17 K instead of 91 K. Breakdown looks less restrictive, as far as the rough screening estimate can be trusted. Silica breaks down at roughly 10 MV/cm, and the external estimate, which is a field in vacuum, is about half of that value. Inside a silica layer beside a neutral sheet the field is smaller still, by the relative permittivity of about 3.9, because the normal component of the electric displacement is continuous.

Intrinsic Rashba coupling, which flips the spin in second-neighbour hops, is proportional to $\sum_j\hat{\mathbf c}_j\sin(\mathbf k\cdot\mathbf c_j)$. At the valley points the three sines are equal and the unit vectors add to zero, so the levels there are unchanged. With a rough strength of 0.7 meV, a numerical search near the valleys still finds closing at 16.96 meV/Å. The further Rashba coupling induced by the field itself is left out, and its effect has not been sized. The numerical output below lists the model parameters.

## Computed results

```
spin-orbit parameter: 3.9 meV
half-buckling: 0.23 angstrom; full buckling: 0.46 angstrom
hopping (rough): 1.6 eV; lattice constant (rough): 3.86 angstrom
intrinsic Rashba parameter (rough): 0.7 meV
closing field, formula: 16.96 meV/angstrom per e
closing field, lattice minimization: 16.96 meV/angstrom per e
same with Rashba coupling: 16.96 meV/angstrom per e
closing field: 1.70 MV/cm
range from input rounding: 16.4 to 17.6 meV/angstrom per e
wrong value if full buckling is used: 8.48 meV/angstrom per e
potential drop across buckling at closing: 7.80 mV
gap at 0.0 of closing field: 7.80 meV
gap at 0.5 of closing field: 3.90 meV
gap at 1.0 of closing field: 0.00 meV
gap at 1.5 of closing field: 3.90 meV
gap of the other spin at closing: 15.60 meV
Chern numbers (up, down) at 0.5 of closing field: [-1, 1]
Chern numbers (up, down) at 1.5 of closing field: [0, 0]
cell area: 12.90 angstrom^2
pi charge moved per cell at closing: 0.00218 e
opposing field, sheet estimate: 31 meV/angstrom per e
external field, sheet estimate: 48 meV/angstrom per e
external field, sheet estimate: 4.8 MV/cm
external over local field: 2.8
thermal energy at 300 K: 25.9 meV
temperature where thermal energy equals zero-field gap: 91 K
silica breakdown field (rough input): 10 MV/cm
local closing field over breakdown field: 0.17
external estimate over breakdown field: 0.48
```
